# Circular versus linear two-photon excitation of randomly oriented rod-like chromophores

## Result

A chromophore has its axis along the unit vector \(\mathbf n\), and its two-photon tensor has a single element along that axis, \(S_{ab}=S\,n_an_b\). For a random isotropic ensemble of such molecules, weakly excited by a plane wave, the mean excitation rates at equal intensity satisfy

\[
\frac{W_{\rm circ}}{W_{\rm lin}}=\frac{2/15}{1/5}=\frac23 .
\]

Equal intensity means equal cycle-averaged intensity with the same pulse shape. Both photons come from the same beam. The statement concerns the initial excitation rate, not the writing threshold or the amount of initiator consumed. Since the rate grows as intensity squared, circular light reaches the linear rate at \(\sqrt{3/2}=1.2247\) times the intensity.

Hartree atomic units are used in the derivations, and laboratory units in the example.

## First derivation: the field felt by one rod

Let \(s(t)\) be the slow pulse envelope, with peak value 1. The two fields are

\[
\mathbf E_{\rm lin}=E_0s\,\hat{\mathbf z}\cos\omega t,\qquad
\mathbf E_{\rm circ}=\frac{E_0s}{\sqrt2}\left(\hat{\mathbf x}\cos\omega t+\hat{\mathbf y}\sin\omega t\right).
\]

The cycle average of \(\mathbf E^2\) is \(E_0^2s^2/2\) in both cases; the factor \(1/\sqrt2\) ensures this.

All transition dipoles lie along \(\mathbf n\), so the molecule responds only to \(\mathbf n\cdot\mathbf E\). With \(\mathbf n=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)\),

\[
\mathbf n\cdot\mathbf E_{\rm lin}=E_0s\cos\theta\cos\omega t,\qquad
\mathbf n\cdot\mathbf E_{\rm circ}=\frac{E_0s}{\sqrt2}\sin\theta\cos(\omega t-\phi).
\]

The angle \(\theta\) is measured from the field in the linear case and from the beam in the circular case. The rod feels an oscillation \(As\cos(\omega t-\phi)\) either way. Its amplitude is \(A=E_0\cos\theta\) with \(\phi\) set to zero, or \(A=E_0\sin\theta/\sqrt2\).

**Coupling.** Take a ground state g at zero energy, an intermediate state m at \(E_m\) and a final state f at \(E_f\approx2\omega\). The dipoles are \(\mu_{gm}\) and \(\mu_{mf}\), and the interaction is \(-\boldsymbol\mu\cdot\mathbf E\). With the ground amplitude near 1, the absorbing part of the cosine, \(\tfrac12e^{-i\omega t+i\phi}\), gives

\[
\dot c_m=i\mu_{gm}\frac{As}{2}e^{i\phi}e^{i(E_m-\omega)t}.
\]

The envelope changes little during \(1/(E_m-\omega)\), so it can be held fixed in the integration:

\[
c_m=\frac{\mu_{gm}As}{2(E_m-\omega)}e^{i\phi}e^{i(E_m-\omega)t}.
\]

A second absorption then gives

\[
\dot c_f=i\mu_{mf}\frac{As}{2}e^{i\phi}e^{i(E_f-E_m-\omega)t}c_m
=iVe^{2i\phi}e^{i(E_f-2\omega)t},
\]

\[
V=\frac{A^2s^2}{4}S,\qquad S=\frac{\mu_{gm}\mu_{mf}}{E_m-\omega}.
\]

Paths containing an emission oscillate near \(E_f\) or \(E_f+2\omega\) and average out.

**Rate.** Let \(g(E_f)\) be the normalized line density, broad compared with the pulse spectrum, and neglect the variation of \(S\) across that spectrum. The probability summed over the line is

\[
P=g(2\omega)\int dE_f\left|\int V e^{i(E_f-2\omega)t}dt\right|^2
=2\pi g(2\omega)\int V^2dt ,
\]

where the last step is Parseval's theorem. The phase \(2\phi\) is constant for each molecule and drops out. The rate is therefore \(W=2\pi V^2g(2\omega)\), proportional to \(A^4\).

**Average.** For isotropic axes \(u=\cos\theta\) is uniformly distributed, and by symmetry the range 0 to 1 is enough:

\[
\left\langle\frac{A^4}{E_0^4}\right\rangle_{\rm lin}=\int_0^1u^4du=\frac15,
\]

\[
\left\langle\frac{A^4}{E_0^4}\right\rangle_{\rm circ}
=\frac14\int_0^1(1-2u^2+u^4)du
=\frac14\left(1-\frac23+\frac15\right)=\frac2{15}.
\]

Their ratio is \(2/3\). Circular light drives every rod lying near the polarization plane, and such rods are numerous, since \(\langle\sin^4\theta\rangle=8/15\) exceeds \(\langle\cos^4\theta\rangle=1/5\). But even a rod in that plane is excited at only one quarter of the rate of a rod aligned with a linear field. The quarter outweighs the larger number.

## Second derivation: the isotropic average of a tensor

Write the field as \(\mathbf E=E_0s\,{\rm Re}(\mathbf e\,e^{-i\omega t})\), with \(\mathbf e^*\cdot\mathbf e=1\). Linear light has a real \(\mathbf e\), and circular light has \(\mathbf e=(\hat{\mathbf x}+i\hat{\mathbf y})/\sqrt2\). In second order each absorption supplies one factor of \(\mathbf e\), so

\[
V\propto \mathbf e\cdot S\cdot\mathbf e=S(\mathbf n\cdot\mathbf e)^2,\qquad
W\propto S^2\,e_ae_be_c^*e_d^*\,n_an_bn_cn_d ,
\]

with repeated indices summed.

The average \(\langle n_an_bn_cn_d\rangle\) is unchanged by rotations, so it is a combination of the three products of two Kronecker deltas. It is symmetric under exchange of any two indices, so the three coefficients are equal:

\[
\langle n_an_bn_cn_d\rangle=K(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}).
\]

Setting \(a=b\), \(c=d\) and summing gives 1 on the left, because \(\mathbf n\) is a unit vector, and \(K(9+3+3)\) on the right. Hence \(K=1/15\). Contracting with the polarizations, the first term gives \(|\mathbf e\cdot\mathbf e|^2\) and each of the others gives \((\mathbf e\cdot\mathbf e^*)^2=1\):

\[
\langle|\mathbf e\cdot S\cdot\mathbf e|^2\rangle=\frac{S^2}{15}\left(2+|\mathbf e\cdot\mathbf e|^2\right).
\]

For linear light \(\mathbf e\cdot\mathbf e=1\), which gives \(S^2/5\). For circular light \(\mathbf e\cdot\mathbf e=(1+i^2)/2=0\), which gives \(2S^2/15\). The ratio is again \(2/3\).

This form covers elliptical light too. If the field axes have ratio \(b\), then \(|\mathbf e\cdot\mathbf e|=(1-b^2)/(1+b^2)\), which is of first order in \(1-b\) near \(b=1\). Its square enters the rate, so a slightly imperfect wave plate matters little: \(b=0.9\) gives 0.6703 of the linear rate.

For one-photon absorption the corresponding average is \(e_ae_b^*\langle n_an_b\rangle=e_ae_b^*\delta_{ab}/3=1/3\) for every polarization. A one-photon background would thus pull the measured ratio towards 1.

**A tensor with more elements.** For any real symmetric \(S_{ab}\), the same symmetry argument gives

\[
\langle S_{ab}S_{cd}\rangle=\alpha\,\delta_{ab}\delta_{cd}+\beta(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}).
\]

Define \(H=({\rm tr}\,S)^2\) and \(G={\rm tr}\,S^2\). Contracting \(ab\) and \(cd\) gives \(H=9\alpha+6\beta\); contracting \(ac\) and \(bd\) gives \(G=3\alpha+12\beta\). Therefore \(\alpha=(2H-G)/15\) and \(\beta=(3G-H)/30\). The rate is proportional to \(\alpha|\mathbf e\cdot\mathbf e|^2+2\beta\), so

\[
\frac{W_{\rm circ}}{W_{\rm lin}}=\frac{2\beta}{\alpha+2\beta}=\frac{3G-H}{H+2G}.
\]

A single element has \(H=G\), which returns \(2/3\). A tensor proportional to the unit matrix has \(H=3G\), and circular light then excites nothing in this order.

If one transverse diagonal element equals \(rS\), then \(H=S^2(1+r)^2\) and \(G=S^2(1+r^2)\), so

\[
\frac{W_{\rm circ}}{W_{\rm lin}}=\frac{2-2r+2r^2}{3+2r+3r^2}
\approx\frac23\left(1-\frac{5r}{3}\right).
\]

The change is of first order because the small element interferes with the large one. A value \(r=0.05\) gives 0.6130, and \(r=-0.05\) gives 0.7240.

## Example: writing in a photoresist

The model initiator has \(\mu_{gm}=3.0\) and \(\mu_{mf}=2.0\) atomic units, \(E_m=2.50\) eV and a Gaussian two-photon line of 0.30 eV full width, centred at \(2\omega\). Light at 780 nm has photon energy 1.5895 eV, so the detuning is 0.9105 eV and \(S=179.33\) atomic units.

In atomic units the intensity is \(cE_0^2/8\pi=\omega F\), where \(F\) is the photon flux, so \(E_0^2=8\pi\omega F/c\). This vacuum relation is kept throughout the example; in a resist of index 1.50 with a Lorentz local field, the same intensity would give 1.79 times the weak-field rate, and saturation would set in sooner. For linear light the peak coupling is \(V=(2\pi\omega F/c)S\cos^2\theta\), and

\[
W_{\rm lin}=2\pi g\,\frac{4\pi^2\omega^2F^2S^2}{c^2}\,\frac15 .
\]

The cross section \(\delta\) counts absorbed photons, two per excitation, so \(W_{\rm lin}=\delta F^2/2\) and

\[
\delta=\frac{16\pi^3\omega^2S^2g}{5c^2}.
\]

The line density at its peak is 3.131 per eV, which gives \(\delta=49.40\) atomic units, or 93.7 GM (1 GM is \(10^{-50}\) cm⁴ s per photon).

A peak intensity of 0.10 TW/cm² corresponds to \(F=3.927\times10^{29}\) cm⁻² s⁻¹. The peak linear rate is

\[
\tfrac12(93.7\times10^{-50})(3.927\times10^{29})^2\ {\rm s^{-1}}=7.22\times10^{10}\ {\rm s^{-1}} .
\]

The pulse has intensity \(\propto\sin^4(\pi t/T)\), with half-height width 100 fs and \(T=274.7\) fs. The mean of \(\sin^8\) is 35/128, so the squared intensity acts for an effective \(35T/128=75.11\) fs. The excitation per pulse is 0.543 percent for linear light and \(2/3\) of that, 0.362 percent, for circular light.

The derivation was tested by solving the time-dependent Schrödinger equation of the three-state rod in the full linear and rotating fields. At 1 percent of the stated intensity, averaged over orientations and integrated over final-state energy, the ratio was 0.6667. The absolute linear excitation agreed with the value from \(\delta\) to within 0.1 percent.

## Where the ratio moves

**Strong pulses.** At full intensity the same equation, with a static line and no dephasing, gives 0.696. The linear excitation falls 6.7 percent below quadratic scaling from the weak pulse. For an estimate, treat g and f as two states coupled by \(V\). At resonance the excitation of one rod is \(\sin^2x\approx x^2(1-x^2/3)\) with \(x=\int V\,dt\), so its relative loss grows as \(V^2\); off resonance the first correction scales in the same way. Averaged over rods, the relative loss is then proportional to \(\langle V^4\rangle/\langle V^2\rangle\). For linear light this is proportional to \((1/9)/(1/5)=5/9\). For circular light \(\langle\sin^8\theta\rangle=128/315\), and the factor is \((128/315)/16\) divided by \(2/15\), or \(4/21\). If this were the whole loss, circular light would lose about one third as much, 2.3 percent, and the ratio would be about 0.698. The computed ratio implies a circular loss of 2.7 percent; the two-state estimate leaves out the change of \(V\) itself with intensity through the intermediate state. Linear light saturates first because it concentrates its excitation on well-aligned rods. The size of the shift depends on the static line: if fast dephasing sets the width instead, a two-state model with a Lorentzian line of the same peak density gives only about 0.672. That value also depends on how dephasing is modelled: the three-state rod with Markovian dephasing of f at the same rate, which broadens the m–f transition as well, gives about 0.684.

**Depletion.** Suppose that excited molecules react with yield 0.05, that the rest return to the ground state before the next pulse, that products do not absorb, and that each molecule's line position is renewed between pulses. After 1000 pulses the mean linear dose is \(D=1000\times0.05\times0.005426=0.271\). If the molecules cannot turn, a rod at angle \(\theta\) receives \(5D\cos^4\theta\) or \(\tfrac54D\sin^4\theta\). Expanding the consumed fraction \(1-\langle e^{-{\rm dose}}\rangle\) to second order gives

\[
f_{\rm lin}=D-\frac{25}{18}D^2,\qquad
f_{\rm circ}=\frac23D-\frac{20}{63}D^2,
\]

\[
\frac{f_{\rm circ}}{f_{\rm lin}}\approx\frac23\left[1+\left(\frac{25}{18}-\frac{10}{21}\right)D\right]
=\frac23\left(1+\frac{115}{126}D\right).
\]

The full averages give 0.821. If orientations are instead fully renewed between pulses, all molecules share the mean dose, and

\[
\frac{f_{\rm circ}}{f_{\rm lin}}=\frac{1-e^{-2D/3}}{1-e^{-D}}\approx\frac23\left(1+\frac D6\right),
\]

which is 0.696 here. Both the frozen value 0.821 and this one use the quadratic rate; including the static-line saturation found above changes them to about 0.836 and 0.722. If each molecule instead kept its line position through the whole exposure, mainly those near resonance would be consumed, and the two ratios would be about 1.18 and 0.84 with saturation included, or 1.17 and 0.83 with the quadratic rate.

To choose between frozen and renewed orientations, treat the molecule as a sphere of volume \(v=0.5\) nm³ in a liquid of viscosity \(\eta=1.0\) Pa s at 293 K. Its orientation time is \(\eta v/k_BT=124\) ns. This is far longer than a pulse, about ten pulse spacings at 80 MHz, and about one hundredth of the 12.5 µs exposure. Little dose accumulates during one orientation time, so the liquid resist should lie near the reorienting limit. If the resist stiffens enough to stop rotation, the frozen limit applies.

**Tight focusing.** In a focused beam \(\mathbf E\) has a longitudinal part, and the local rate is proportional to \(2|\mathbf E|^4+|\mathbf E\cdot\mathbf E|^2\), with \(\mathbf E\) now the complex amplitude. For a uniformly filled aplanatic lens of numerical aperture 1.40 in a medium of index 1.50, the ratio at the focal point is still \(2/3\). Integrated over the focal plane at equal power it is 0.734; integrated over the focal volume it is about 0.72. Both the spot shape and the local polarization differ between the two beams; the calculation does not separate their contributions.

**The real case.** Two-photon polymerization commonly uses near-infrared pulses of roughly 100 fs at roughly 80 MHz, with peak intensities of very roughly 0.1 to a few TW/cm². The model values lie in that regime, with the intensity at its lower end. Higher in the range this initiator saturates: at 0.3 TW/cm² the ratio is 0.93 with a static line or 0.72 to 0.75 with fast dephasing (two-state or three-state model), and at 1 TW/cm² it exceeds 1 in both models. The cross section is that of a strong initiator; many ordinary ultraviolet initiators are much weaker. The 12.5 µs dwell belongs to fast scanning. Real writing breaks the plane-wave assumption. For the lens above this moves the ratio integrated over the focal plane from 0.667 to 0.734, but leaves the ratio at the focal point at 2/3. Real chromophores have other tensor elements, which move it to 0.613 or 0.724 for \(r=\pm0.05\). The intensity factor of about 1.22 is therefore a guide for nearly single-element chromophores, unsaturated pulses and low dose. Under tight focusing it applies to the rate at the focal point, not to the total excitation. It predicts a threshold only if the threshold is set by the initial excitation rate. Excited-state absorption, heating and radical chemistry are not included.

## What each derivation assumes

Both derivations need isotropic axes and molecules that do not turn during a pulse. Describing the excitation by a rate also needs a line broad compared with the pulse spectrum, although the weak-field ratio of excitation probabilities is 2/3 even for a sharp line. Here the finite pulse bandwidth lowers the excitation by 0.40 percent relative to a very broad line of the same peak density. Both derivations also need the same local-field factor for all polarizations, as in an isotropic medium; it then changes the absolute rates but cancels in the ratio.

The first derivation requires a true rod, with every relevant dipole along one axis. In return it keeps track of which molecules are excited. The reduction to one oscillating amplitude \(A\) does not rely on weak excitation, so saturation and depletion can be treated by averaging a different function of \(A\).

The second derivation does not need a rod. It handles any real symmetric tensor, elliptical light and the three-dimensional field of a focus. It does need the rate to be of lowest order, quadratic in the products \(e_ae_b\), and the orientations to be isotropic when each pulse arrives. Once saturation or orientational depletion matters, the fourth-rank average no longer suffices, and the distribution over \(\theta\) from the first derivation is required.

## Calculated quantities

```
wavelength 780 nm; photon energy 1.5895 eV
pulse intensity FWHM 100 fs; full sin^2 length 274.7 fs
repetition rate 80 MHz; spacing 12.5 ns
peak intensity 0.10 TW/cm2; vacuum field 8.68 MV/cm
dipoles g-m 3.0, m-f 2.0 atomic units
intermediate energy 2.50 eV; detuning 0.9105 eV
two-photon energy 3.1791 eV; line FWHM 0.30 eV
tensor element S 179.33 atomic units
peak line density 3.131 per eV
linear cross section 49.40 atomic units = 93.7 GM
peak photon flux 3.927e+29 per cm2 per s
peak excitation rate, linear 7.224e+10 per s
effective squared-intensity time 75.11 fs
orientation average linear 1/5, circular 2/15
excitation per pulse, linear 0.5426 percent
excitation per pulse, circular 0.3617 percent
intensity factor for equal rates 1.2247
dynamics, 1 percent intensity: circular/linear 0.66670
dynamics/formula absolute excitation 0.99995
largest norm error in dynamics 3.6e-05
static line, full intensity: circular/linear 0.6957
static line, full intensity: linear loss 6.72 percent
finite pulse bandwidth loss 0.40 percent
second element +0.05 S: circular/linear 0.6130
second element -0.05 S: circular/linear 0.7240
field axis ratio 0.9: elliptical/linear 0.6703
pulses 1000; yield 0.05; dwell 12.5 us
linear reaction dose D 0.2713
frozen: consumed linear 0.1943, circular 0.1596
frozen: consumed circular/linear 0.8212
reorienting: consumed linear 0.2376, circular 0.1654
reorienting: consumed circular/linear 0.6963
viscosity 1.0 Pa s; molecular volume 0.5 nm3
temperature 293 K; rotation time 123.6 ns
one-photon/two-photon rate, Gaussian tail 5.3e-09
resist index 1.50; local-field rate factor 1.790
numerical aperture 1.40; ratio at focal point 0.66667
focal-plane integrated circular/linear 0.7341
shift with wider, finer focal grid 5.8e-07
intensity-weighted longitudinal share: linear 0.1265, circular 0.1101
```
